Encoding H2 in a Cavity on Qubits, with Unitary Coupled Cluster

Before a quantum computer can treat a molecule in an optical cavity, one must decide how to store the photon number. With 16 photon levels, minimal-basis H2 needs 20 qubits if each level has its own qubit, but 8 if the photon number is written in binary. The Hamiltonians then have 150 and 147 Pauli terms. With 32 levels the binary form still saves qubits, but it has 340 terms against 294. The choice therefore depends on how many levels are needed, and on whether the trial state can use them.

**The Hamiltonian**

Take fixed nuclei, one cavity mode of frequency ω polarized along the bond, and a wavelength much longer than the molecule. I use Hartree atomic units. In the length gauge, with mode coordinate q, momentum p and coupling λ,

H = H_e + ½[p² + ω²(q − λd/ω)²]
= H_e + ½(p² + ω²q²) − ωλqd + ½λ²d².

Insert q = (b + b†)/√(2ω). The oscillator part becomes ω(b†b + ½), and the coupling prefactor is ω/√(2ω) = √(ω/2). Dropping the constant ω/2,

H = H_e + ωb†b − √(ω/2) λd(b + b†) + ½λ²d².

With the origin at the bond midpoint the nuclear dipole vanishes, so d = −(z₁ + z₂). The self-energy is

½λ²d² = ½λ²(z₁² + z₂²) + λ²z₁z₂.

Its first part changes the one-electron integrals and its second part the two-electron integrals:

h′_pq = h_pq + ½λ²(z²)_pq
(pq|rs)′ = (pq|rs) + λ²z_pq z_rs.

The minimal basis has a bonding orbital g, even under inversion, and an antibonding orbital u, odd under inversion. Since z is odd, z_gg = z_uu = 0. The coupling therefore changes both the number N_u of electrons in u and the photon number n by an odd amount, so (−1)^(N_u+n) is conserved. Total spin is conserved too.

**Two photon levels by hand**

Keep n = 0 and 1. The singlet states that can mix with |g²,0⟩ are |u²,0⟩ and |gu,1⟩, where gu has the symmetric spatial part (gu + ug)/√2.

Take H2 in the STO-3G basis at a bond length of 1.4 bohr, with ω = 0.5 hartree and λ = 0.1. The dressed integrals are

h′_gg = −1.252797 + 0.005 × 1.020374 = −1.247695
h′_uu = −0.475602 + 0.005 × 1.719854 = −0.467003
K′ = (gu|gu)′ = 0.181258 + 0.01 × 0.866797 = 0.189926,

all in hartree. The other two-electron integrals needed are unchanged, because they would acquire factors z_gg or z_uu. With nuclear repulsion 0.714286, the diagonal energies are

g²,0: 2h′_gg + 0.674594 + 0.714286 = −1.10651
u²,0: 2h′_uu + 0.697495 + 0.714286 = 0.47778
gu,1: h′_gg + h′_uu + 0.663564 + K′ + 0.5 + 0.714286 = 0.35308.

The first two states mix through K′. For the light coupling, z₁ and z₂ each contribute z_gu/√2 to ⟨gu|z₁+z₂|g²⟩, giving √2 z_gu; u² gives the same. The minus sign of d cancels that of the coupling, so the matrix element is

√(ω/2) λ√2 z_gu = √ω λz_gu = 0.70711 × 0.1 × 0.931019 = 0.06583 hartree.

Now build a trial state from |R⟩ = |g²,0⟩. Let D move the pair, D|g²⟩ = |u²⟩, and let

S = Σ_σ a†_uσ a_gσ/√2, so that S|g²⟩ = |gu⟩.

Unitary QED coupled cluster uses exp(A), with

A = t_D(D − D†) + t₁(Sb† − S†b).

Parity excludes S, b† and Db† on their own. Acting on the three states,

A|R⟩ = t_D|u²,0⟩ + t₁|gu,1⟩
A|u²,0⟩ = −t_D|R⟩
A|gu,1⟩ = −t₁|R⟩.

In the second line Sb† gives zero because u is full, and b gives zero because there is no photon. In the third, b† would leave the two-level space, while S†|gu⟩ = |g²⟩: each spin contributes ½. Hence A²|R⟩ = −ρ²|R⟩ with ρ² = t_D² + t₁². Summing even and odd powers of the exponential separately,

exp(A)|R⟩ = cos ρ |R⟩ + (sin ρ/ρ)(t_D|u²,0⟩ + t₁|gu,1⟩).

This reaches every real unit vector of the three-state space. The matrix is real, so its lowest eigenvector can be chosen real, and the ansatz is exact for this truncation.

The optimized angles are t_D = −0.115857 and t₁ = −0.038994. They give ρ = 0.12224 and amplitudes 0.99254, −0.11557 and −0.03890. The first row of the eigenvalue equation then yields

E = −1.10651 − (0.189926 × 0.11557 + 0.06583 × 0.03890)/0.99254
≈ −1.1312 hartree.

**The same example on qubits**

Number the spin orbitals g↑, g↓, u↑, u↓ as qubits 0 to 3, with 1 meaning occupied. Define σ = |0⟩⟨1| = (X + iY)/2. The Jordan-Wigner mapping is

a_p = Z₀…Z_(p−1) σ_p.

The Z factors supply the fermionic signs. For spin up, Z₀σ₀ = σ₀, so a†₂a₀ = Z₁σ₀σ₂†. Adding the conjugate,

T↑ = a†₂a₀ + a†₀a₂ = Z₁(X₀X₂ + Y₀Y₂)/2.

Likewise T↓ = Z₂(X₁X₃ + Y₁Y₃)/2. Since d = −z_gu(T↑ + T↓), the dipole has four strings.

For the electronic Hamiltonian, n_p = (1 − Z_p)/2. Occupation energies and density products give the identity, four Z strings and six ZZ strings. Same-spin exchange is −K′n_g n_u, which is already of this form. The opposite-spin remainder is K′T↑T↓. Using XZ = −iY, YZ = iX, ZX = iY and ZY = −iX on qubits 1 and 2,

T↑T↓ = ¼(X₀Y₁Y₂X₃ − X₀X₁Y₂Y₃ − Y₀Y₁X₂X₃ + Y₀X₁X₂Y₃).

The total is 1 + 4 + 6 + 4 = 15 strings, provided no coefficient vanishes accidentally.

Let Q0, Q1, … be the photon qubits. In unary encoding qubit Qn is 1 when there are n photons, and the others are 0. For two levels,

b + b† = [X(Q0)X(Q1) + Y(Q0)Y(Q1)]/2
b†b = [1 − Z(Q1)]/2.

In binary one qubit suffices, with b + b† = X and b†b = (1 − Z)/2. The identity is already counted. The totals are therefore 15 + 1 + 4 × 2 = 24 terms in unary and 15 + 1 + 4 × 1 = 20 in binary.

**Any number of levels**

For N levels the unary formulas extend directly:

b + b† = Σ_(n=0)^(N−2) √(n+1) [X(Qn)X(Q(n+1)) + Y(Qn)Y(Q(n+1))]/2
b†b = Σ_(n=1)^(N−1) n[1 − Z(Qn)]/2.

These contain 2(N−1) coupling strings and N−1 Z strings, so

unary terms = 15 + (N−1) + 4 × 2(N−1) = 15 + 9(N−1).

The formulas for b hold on states with one occupied photon qubit. The initial state must therefore have Q0 = 1; all photon qubits zero is not the photon vacuum.

For binary encoding let N = 2^K. Four levels show the pattern. The links 0↔1 and 2↔3 flip the low bit, with elements 1 and √3. The link 1↔2 flips both bits, with element √2. Thus

b + b† = X(Q0)[(1+√3)/2 + (1−√3)Z(Q1)/2] + √2[X(Q0)X(Q1) + Y(Q0)Y(Q1)]/2,

which has four strings.

In general, suppose n ends in a 0 followed by j ones. Then n+1 = 2^j(2h+1), where h is the number formed by the higher K−j−1 bits. The link flips j+1 bits. Its flip operator is a product of j+1 factors (X ± iY)/2. Adding the conjugate keeps the strings with an even number of Y's, which are half of 2^(j+1), or 2^j, all with nonzero weight.

The matrix element is √(n+1) = 2^(j/2) √(2h+1). Apart from the constant 2^(j/2), the higher bits therefore carry the diagonal function f(h) = √(2h+1). With M = 2^(K−j−1), the coefficient of the Z string on a subset s of these bits is

c_s = (1/M) Σ_h (−1)^(s·h) f(h),

where s·h counts the ones of h inside s. Each bit k in s turns the sum into a difference

f(h) − f(h+2^k) = −∫₀^(2^k) f′(h+x) dx.

For r such bits, c_s is a sum of r-fold integrals of (−1)^r f^(r). For r ≥ 1 the derivative f^(r) has the fixed sign (−1)^(r−1), and for r = 0 the function itself is positive. No cancellation is possible, so all 2^(K−j−1) coefficients are nonzero.

Each j thus gives 2^j × 2^(K−j−1) = N/2 strings, and the K values of j give KN/2. The number operator b†b = Σ_k 2^k[1 − Z(Qk)]/2 adds K. Therefore

binary terms = 15 + K + 4 × KN/2 = 15 + K + 2KN.

For N = 4 the counts are 42 unary and 33 binary. For K ≥ 5, 2KN ≥ 10N exceeds 9N, so binary has more terms from 32 levels on. The term count is only one measure of cost: string lengths, coefficients, measurement grouping and device connectivity also matter.

For another molecule, replace 15 and 4 by its numbers of electronic strings (identity included) and dipole strings. The photon counts do not change, but the number of levels at which binary starts to have more terms can.

**Why one exponential of two generators falls short**

For N = 4 the sector gains |g²,2⟩, |u²,2⟩ and |gu,3⟩. At weak coupling an amplitude with n photons is of order λⁿ. Near λ = 0 the two angles control two independent directions: t_D rotates g² into u², and t₁ produces |gu,1⟩ with slope sin t_D/t_D, which is nonzero for |t_D| < π. One can thus match the first two excited amplitudes relative to |g²,0⟩, but the two-photon amplitudes are then fixed.

The remaining error |δ⟩ in the state is of order λ². Since H − E annihilates the exact state, the energy error is ⟨δ|H − E|δ⟩ divided by the squared norm of the trial state, hence at most of order λ⁴.

One way to free the two-photon part is to add generators built from b†²/√2 and Db†²/√2, each minus its conjugate. Write t = t_D. To first order in their angles, the first produces, in the components (g²,2; u²,2),

(cos t, sin t).

For the second, the exponential applies a pair rotation by xt before the generator and by (1−x)t after it, integrated over x from 0 to 1. The result is

(−½ sin t, ½[cos t + sin t/t]).

The determinant of these two vectors is ½[1 + sin(2t)/(2t)], which is positive, so both amplitudes can be matched. What remains is |gu,3⟩, of order λ³, and the energy error falls to order λ⁶.

The errors below are relative to exact diagonalization with the same four levels, in hartree:

- λ = 0.05: two generators 7.2 × 10⁻⁷, four generators 1.4 × 10⁻¹¹
- λ = 0.10: two generators 1.13 × 10⁻⁵, four generators 9.2 × 10⁻¹⁰

The observed powers are 3.98 and 6.02.

This bears on the choice of N. Going from two to four levels lowers the exact energy by 1.64 × 10⁻⁵ hartree, but the two-generator energy by only 0.51 × 10⁻⁵. Most of the benefit is lost unless the ansatz is enlarged as well. Going on to eight levels changes the exact energy by about 5 × 10⁻¹⁰ hartree, so four suffice here, and at four levels binary has fewer qubits and fewer terms. Stronger coupling can require more levels.

**From exponential to circuit**

Split the photon-assisted generator into links,

L = √((n+1)/2) (a†_uσ a_gσ |n+1⟩⟨n| − conjugate).

A link is real and anti-Hermitian, so it has the form iΣ_k c_k P_k, where c_k is real and each Pauli string P_k has an odd number of Y's. All its strings flip the same qubits. Two of them differ by X against Y at an even number of places, and each such place gives a factor −1 on exchange. They therefore commute, and

exp(θL) = Π_k exp(iθc_k P_k) = Π_k [cos(θc_k) + i sin(θc_k) P_k].

A unary link flips four qubits and needs 2⁴/2 = 8 rotations, as does D − D†. With two spins and N−1 links, one sweep through the two-generator ansatz costs 8 + 16(N−1) rotations.

In binary, links with the same photon flips can be merged. For each j and spin there are 2^(j+3)/2 flip strings times 2^(K−j−1) Z strings, or 2N. The cost is 8 + 4KN. Four levels take 56 unary or 40 binary rotations; at 16 levels the order has reversed, 248 against 264.

A complete link maps valid photon codewords to valid ones. Merged links connect disjoint pairs of levels, so their products vanish on codewords. If both encodings apply the links in the same order, they produce the same physical state.

Different blocks need not commute. Dividing the angles by r and repeating the sweep r times leaves an error of order 1/r² per sweep, hence of order 1/r in total. For N = 4 and λ = 0.1, applying D − D† first, then the spin-up links (0↔1 with 2↔3, then 1↔2), then the spin-down links in the same order, the norm of the state error relative to the undivided exponential is 1.8 × 10⁻⁴ for one sweep and 1.9 × 10⁻⁵ for eight. In this order one sweep shifts the energy by 3.2 × 10⁻⁷ hartree, well below the two-generator ansatz error of 1.13 × 10⁻⁵, so in a noiseless simulation more sweeps gain little. The order matters: over all orderings of these five blocks, at the same angles, the one-sweep state error ranges from 1.2 × 10⁻⁴ to 1.1 × 10⁻³ and the energy shift from −5 × 10⁻⁷ to +5 × 10⁻⁶ hartree.

The general procedure is:

1. Compute the dressed integrals and choose N from the convergence of the energy.
2. Map electrons and photons to qubits, and compare the counts for that N.
3. Prepare |g²,0⟩ and apply the rotations for D − D† and for the links.
4. Sum the measured Pauli expectation values, weighted by their coefficients, and adjust the angles to minimize the energy.
5. Add two-photon generators if the error requires it.

**What the energy means**

Without the cavity, the exact energy in this basis is −1.13728 hartree. The self-energy alone raises it by 0.00831 hartree. The coupling linear in d then lowers it by 0.00226, leaving a shift of +0.0061 hartree, or about 165 meV.

This is a property of the model, not a converged prediction for H2. In a complete basis (z²)_gg equals the sum of |z_kg|² over all orbitals k. Here (z²)_gg is 1.020 bohr², but the orbital u supplies only 0.867. The self-energy includes the full value, while the linear coupling cannot reach the missing orbitals, whose second-order contribution would lower the energy. A second defect of similar size is the energy denominator: the one singlet that z reaches lies 0.968 hartree above the ground state in this basis, whereas in aug-cc-pVTZ the lowest such state lies at 0.47 hartree and the mean weighted by dipole strength at 0.58. Both defects weaken the linear term. With the same ω, λ and bond length, the cc-pVDZ, cc-pVTZ and aug-cc-pVTZ bases give a self-energy part of 0.0085 to 0.0086 hartree, a linear part near −0.0040 hartree, and a total shift of 123 to 126 meV, about 40 meV below the minimal-basis value.

Nor do the parameters describe an ordinary optical cavity. In atomic units λ = √(4π/V), where V is the effective mode volume, so λ = 0.1 means V ≈ 0.19 nm³, the volume of a cube only 0.57 nm on a side. Yet a photon of 0.5 hartree, or 13.6 eV, has a wavelength of 91 nm. A mode volume equal to the cube of half the wavelength would give λ ≈ 1.4 × 10⁻⁴ and, since the shift scales as λ² at weak coupling, a shift of only 2 to 3 × 10⁻⁴ meV, depending on the electronic basis. The strong coupling used here makes the effects easy to see; it does not predict a measurement.

The numerical check compares the qubit spectrum with a separate two-electron calculation, and tests the counts, error orders and circuits.

Calculated quantities

```
bond length = 1.4 bohr; photon energy = 0.5 hartree
coupling lambda = 0.10 a.u.
h_gg = -1.252797, h_uu = -0.475602 hartree
(gg|gg) = 0.674594, (uu|uu) = 0.697495 hartree
(gg|uu) = 0.663564, (gu|gu) = 0.181258 hartree
nuclear repulsion = 0.714286 hartree
z_gu = 0.931019 bohr; z_gu^2 = 0.866797 bohr^2
(z^2)_gg = 1.020374, (z^2)_uu = 1.719854 bohr^2
Hartree-Fock energy, no cavity = -1.11671433 hartree
FCI energy, no cavity = -1.13727594 hartree
first singlet excitation, no cavity = 0.967984 hartree
N=2: unary/binary qubits 6/5, terms 24/20, rotations per sweep 24/16
N=4: unary/binary qubits 8/6, terms 42/33, rotations per sweep 56/40
N=8: unary/binary qubits 12/7, terms 78/66, rotations per sweep 120/104
N=16: unary/binary qubits 20/8, terms 150/147, rotations per sweep 248/264
N=32: unary/binary qubits 36/9, terms 294/340, rotations per sweep 504/648
N=64: unary/binary qubits 68/10, terms 582/789, rotations per sweep 1016/1544
electronic Pauli terms = 15; dipole Pauli terms = 4
largest spectrum mismatch, qubits vs direct = 1.7e-15 hartree
exact ground energy, N=2: -1.1312050494 hartree
exact ground energy, N=4: -1.1312214529 hartree
exact ground energy, N=8: -1.1312214534 hartree
exact ground energy, N=16: -1.1312214534 hartree
3x3 diagonal (g2,0; u2,0; gu,1) = -1.106511, 0.477775, 0.353077 hartree
3x3 pair mixing = 0.189926, light coupling = 0.065833 hartree
N=2 ansatz: tD = -0.115857, t1 = -0.038994 rad
N=2 ansatz energy = -1.1312050494 hartree
N=4 ansatz: tD = -0.115853, t1 = -0.039119 rad
N=4 two-generator energy = -1.1312101161 hartree
N=4 four-generator energy = -1.1312214519 hartree
N=4 four-generator angles = -0.115842, -0.039304, 0.003326, 0.000460 rad
ansatz errors at lambda=0.05: two generators 7.197e-07, four 1.417e-11 hartree
ansatz errors at lambda=0.10: two generators 1.134e-05, four 9.175e-10 hartree
observed error orders in lambda = 3.977 (two), 6.017 (four)
circuit with 1 sweep(s): state error 1.798e-04, energy minus ansatz energy 3.177e-07 hartree
circuit with 2 sweep(s): state error 8.236e-05, energy minus ansatz energy 1.799e-07 hartree
circuit with 4 sweep(s): state error 3.951e-05, energy minus ansatz energy 9.603e-08 hartree
circuit with 8 sweep(s): state error 1.937e-05, energy minus ansatz energy 4.961e-08 hartree
self-energy part of shift = 0.00831498 hartree
bilinear part of shift, N=4 = -0.00226048 hartree
total cavity shift, N=4 = 0.00605449 hartree = 164.751 meV
```
